# Leading periodic-image correction for a localized charge in a cubic supercell

Suppose that a charged point defect in a semiconductor is computed in a periodically repeated cell, and that the cell energy is used as if the defect were alone. For a charge $+2e$ in a medium of permittivity 10 and a cubic cell of edge 10 Å, the energy then comes out about 0.8 eV too low. At a diffusion temperature of 1300 K and a fixed Fermi level, this raises the predicted dilute concentration by a factor of about a thousand. Enlarging the cell is a slow cure, because the error falls only as the inverse of the edge. Its leading part can instead be calculated and removed.

Let $\rho(\mathbf r)$ be a localized free charge density with total charge $q$, placed in a linear, isotropic medium of bulk permittivity $\varepsilon$. "Free" means that the polarization of the medium is not counted in $\rho$. The cell is a cube of edge $L$ and volume $V=L^3$, repeated on a simple cubic lattice. A periodic potential requires a neutral cell, so a uniform background of density $-q/V$ is added. In Gaussian units the result to be derived is

$$
E_{\rm iso}=E_{\rm per}(L)+\frac{\alpha q^2}{2\varepsilon L}+O(L^{-3}),\qquad \alpha\simeq 2.8373 .
$$

The correction is added to the supercell energy and is positive for either sign of $q$. The number $\alpha$ belongs to the simple cubic lattice with $L$ as the cube edge; another cell shape needs its own constant.

The energy of a linear medium holding fixed free charge, including the energy stored in its polarization, is

$$
U=\frac{1}{8\pi}\int_V \mathbf E\cdot\mathbf D\,d^3r,
\qquad \nabla\cdot\mathbf D=4\pi\left(\rho-\frac qV\right).
$$

With $\mathbf E=-\nabla\phi$, the integrand is $-\nabla\cdot(\phi\mathbf D)+\phi\,\nabla\cdot\mathbf D$. The first part becomes a surface integral, which vanishes because $\phi$ and $\mathbf D$ take equal values on opposite faces while the outward normals are opposite. A periodic $\phi$ also means that there is no average electric field. Therefore

$$
U=\frac12\int_V\left(\rho-\frac qV\right)\phi\,d^3r .
$$

Adding a constant to $\phi$ does not change $U$, since the cell is neutral. We may choose $\phi$ to have zero average over the cell; the background term then drops out and $U=\frac12\int_V\rho\phi\,d^3r$.

For uniform permittivity, let $v(\mathbf r)$ be the zero-average potential of a unit point charge, its periodic images and their background, all in vacuum:

$$
\nabla^2v=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right],
\qquad
v(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
$$

Here $\mathbf R$ and $\mathbf G$ are direct and reciprocal lattice vectors. The second form follows because each Fourier coefficient obeys $-G^2v_{\mathbf G}=-4\pi/V$. By superposition,

$$
\phi(\mathbf r)=\frac1\varepsilon\int v(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r',
\qquad
E_{\rm per}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')v(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
$$

The size dependence now rests on the behaviour of $v$ at distances small compared with $L$. Subtracting $1/r$ removes the singularity at the origin and leaves a smooth function $w=v-1/r$ with $\nabla^2w=4\pi/V$ near the origin. Since $\nabla^2r^2=6$, the function $2\pi r^2/(3V)$ accounts for this Laplacian, and the rest of $w$ is harmonic. Inversion symmetry forbids harmonic terms of odd degree. A quadratic form with the symmetry of the cube is a multiple of $r^2$, which is not harmonic, so degree two is absent as well. The first harmonic term after the constant has degree four. Lengths enter only through $L$, so $v$ equals $1/L$ times a function of $\mathbf r/L$, and

$$
v(\mathbf r)=\frac1r-\frac\alpha L+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right).
$$

This defines $\alpha$. In a direct check along a cube edge and along a body diagonal, halving $r$ reduced the remainder by factors of 16.1 and 15.8, as a fourth-order term requires.

The value of $\alpha$ can be found by adding neutral cubes. Set $L=1$ and place at each lattice point a unit charge surrounded by a uniform unit cube of charge $-1$. By cubic symmetry, which includes inversion, such an object has no dipole, quadrupole or octupole, so its potential $u$ falls as $r^{-5}$ and the sum over the lattice converges absolutely. This sum obeys the same Poisson equation as $v$, but its average need not be zero. The average over one cell of the summed potential equals the integral of $u$ over all space. If $\sigma$ is the charge density of one neutral cube, its Fourier transform at small $k$ is $-(k^2/6)\int\sigma r^2d^3r$, and that of $u$ is $4\pi/k^2$ times this. Hence

$$
\int u\,d^3r=-\frac{2\pi}{3}\int\sigma r^2\,d^3r
=-\frac{2\pi}{3}\left(-\frac14\right)=\frac\pi6 ,
$$

where $\int r^2d^3r=3\times\frac1{12}=\frac14$ over a unit cube. Subtracting this average, and then the central $1/r$, gives $-\alpha$ at the origin:

$$
\alpha=\lim_{N\to\infty}\left[\int_{\text{cube of edge }2N+1}\frac{d^3r}{r}
-\sum_{0<\max|n_i|\le N}\frac1{|\mathbf n|}\right]+\frac\pi6 .
$$

The central cube alone, $N=0$, gives $2.3801+0.5236=2.9037$, already within 2.4% of the limit. Summing many cubes gives 2.83730, in agreement with an Ewald summation of $v$. The three parts also explain the sign: the attraction of the charge to the background in its own cube contributes 2.380, the shift to a zero-average potential contributes $\pi/6=0.524$, and all the more distant neutral cubes together contribute only $2.8373-2.9037=-0.066$.

Now insert the expansion of $v$ into the energy. This requires separations within the charge distribution to be small compared with $L$. The term $1/|\mathbf r-\mathbf r'|$ gives $E_{\rm iso}$, the energy of the same charge alone in the medium. The constant gives

$$
\frac1{2\varepsilon}\left(-\frac\alpha L\right)\iint\rho(\mathbf r)\rho(\mathbf r')\,d^3r\,d^3r'
=-\frac{\alpha q^2}{2\varepsilon L}.
$$

For the quadratic term define $\mathbf p=\int\rho\,\mathbf r\,d^3r$ and $Q=\int\rho\,r^2d^3r$. Expanding the square,

$$
\iint\rho\rho'\left(r^2+r'^2-2\mathbf r\cdot\mathbf r'\right)d^3r\,d^3r'=2qQ-2p^2 .
$$

Multiplication by $(1/2\varepsilon)(2\pi/3V)$ yields

$$
E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2\varepsilon L}
+\frac{2\pi(qQ-p^2)}{3\varepsilon L^3}+O(L^{-5}).
$$

The leading term depends on the total charge but not on its shape. The factor $\frac12$ appears because this is an interaction among copies of one charge, shared between them, and $1/\varepsilon$ appears once because the medium screens the potential while the free charge it acts on remains $q$. The cubic term depends on shape, but not on the choice of origin: moving the origin adds the same amount to $qQ$ and to $p^2$. For a neutral defect, $q=0$, the $1/L$ term vanishes and a dipole leaves $-2\pi p^2/(3\varepsilon L^3)$.

A test of the dipole term used two Gaussian charges, $1.5$ and $-0.5$, two widths apart. With the origin on the first and the width as unit of length, $q=1$, $p=-1$ and $Q=1.5\times3-0.5\times(4+3)=1$. The cubic term therefore cancels, which it would not do if $p^2$ were left out. Doubling the cell reduced the remainder by a factor of 32.05, close to the $2^5=32$ expected of an $L^{-5}$ term.

A real defect does not sit in a uniform continuum: bonds near it may polarize differently from those of the bulk. Let the local permittivity be $\varepsilon+\delta\varepsilon(\mathbf r)$, with $\delta\varepsilon$ confined near the defect. The equation $\nabla\cdot[(\varepsilon+\delta\varepsilon)\nabla\phi]=-4\pi(\rho-q/V)$ can be rearranged as

$$
\varepsilon\nabla^2\phi=-4\pi\left(\rho_{\rm eff}-\frac qV\right),\qquad
\rho_{\rm eff}=\rho+\frac1{4\pi}\nabla\cdot(\delta\varepsilon\,\nabla\phi).
$$

The added density is the divergence of a localized vector, so it integrates to zero and $\rho_{\rm eff}$ still carries total charge $q$. Using the kernel with bulk $\varepsilon$, we find near the defect

$$
\phi(\mathbf r)=\frac1\varepsilon\int\frac{\rho_{\rm eff}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'
-\frac{\alpha q}{\varepsilon L}+O(L^{-3}).
$$

The constant has no gradient and cannot alter $\rho_{\rm eff}$, which therefore differs from its isolated form only at order $L^{-3}$. So $\phi=\phi_{\rm iso}-\alpha q/(\varepsilon L)+O(L^{-3})$, and $U=\frac12\int\rho\phi\,d^3r$ again gives $-\alpha q^2/(2\varepsilon L)$. The bulk permittivity enters, whatever its value at the defect. The same reasoning covers a bound charge density that relaxes: a constant potential does not deform a density of fixed total charge.

For a spherical defect the next term can also be found. Let $q(r)$ be the free charge inside radius $r$ and $\varepsilon(r)$ the local permittivity. In the isolated problem the field is $q(r)/[\varepsilon(r)r^2]$. Written as the field of an effective charge in the bulk medium, it corresponds to an enclosed charge $q_{\rm eff}(r)=\varepsilon q(r)/\varepsilon(r)$. Choose a radius $b$ outside the defect region but well inside the cell. Integration by parts gives the second moment

$$
Q_{\rm eff}=\int_0^b r^2\,dq_{\rm eff}
=2\int_0^b r\left[q-\frac{\varepsilon q(r)}{\varepsilon(r)}\right]dr .
$$

In the periodic problem Gauss's law includes the background inside $r$, while the expansion of $v$ fixes the potential at $b$. Without the fourth-degree harmonic, which has zero average over a sphere,

$$
E(r)=\frac{q(r)}{\varepsilon(r)r^2}-\frac{4\pi qr}{3V\varepsilon(r)},\qquad
\phi(b)=\frac1\varepsilon\left[\frac qb-\frac{\alpha q}L+\frac{2\pi(qb^2+Q_{\rm eff})}{3V}\right].
$$

Since $\phi(r)=\phi(b)+\int_r^bE\,ds$, exchanging the order of integration turns the energy into $U=\frac12q\phi(b)+\frac12\int_0^bq(r)E(r)\,dr$. The terms without $L$ add up to $E_{\rm iso}$. The terms in $1/V$ are

$$
\frac{\pi q}{3\varepsilon V}\left[Q_{\rm eff}+qb^2-2\int_0^b\frac{r\,\varepsilon q(r)}{\varepsilon(r)}dr\right]
=\frac{2\pi qQ_{\rm eff}}{3\varepsilon V},
$$

because $qb^2=2\int_0^bqr\,dr$, so that the last two terms in the bracket form a second $Q_{\rm eff}$. Local screening thus changes the cubic term and leaves the leading one alone.

This was tested by solving the periodic dielectric problem in three dimensions for a Gaussian charge of width $s$, with permittivity 5 at the centre rising to 10 in the bulk. The isolated energy came from a separate radial integral. Fitting the two largest cells with $1/L$ and $1/L^3$ terms, and using the bulk value 10, gave $\alpha=2.8373$. Had the central permittivity governed the leading term, the fitted slope would have been twice as large. The radial formula gives $Q_{\rm eff}=2.487\,qs^2$, against $3\,qs^2$ for uniform permittivity; the largest cell gave $2.488\,qs^2$.

For a worked example take the round model parameters of the opening, $q=2e$, uniform $\varepsilon=10$ and $L=10$ Å, and let the charge be a Gaussian whose width, now denoted $\sigma$, is 1 Å. With $e^2=14.400$ eV Å,

$$
\frac{\alpha q^2}{2\varepsilon L}
=\frac{2.8373\times4\times14.400}{2\times10\times10}\ \text{eV}=0.817\ \text{eV}.
$$

The isolated energy is 1.625 eV and the periodic energy 0.844 eV, so the raw error is $-0.781$ eV. In this uniform model the correction slightly overshoots, leaving $+0.036$ eV. The cubic term accounts for this: a Gaussian has $Q=3q\sigma^2$, and

$$
\frac{2\pi qQ}{3\varepsilon L^3}=\frac{2\pi q^2\sigma^2}{\varepsilon L^3}
=\frac{2\pi\times4\times14.400}{10\times1000}\ \text{eV}=0.036\ \text{eV}.
$$

At $L=20$ Å the raw error is still $-0.404$ eV, about half as large, whereas the remaining error has fallen eightfold to 0.0045 eV. To bring the raw error down to 0.05 eV by size alone would take an edge of about $10\times0.817/0.05\simeq160$ Å, a cell more than 4000 times larger in volume than the first.

The correction enters the defect formation energy directly. For charge $Ze$ write this energy as $A_Z+ZE_F$, where $E_F$ is the Fermi level and $A_Z$ collects everything else. The $(2+/1+)$ level is the Fermi level at which the two charge states have equal energy, $E_F=A_1-A_2$. For $L=10$ Å the correction is 0.204 eV for $Z=1$ and four times that for $Z=2$, so applying it moves the level by $0.204-0.817=-0.613$ eV, towards the valence band. This assumes the same permittivity for both charge states. If both also have the Gaussian shape used above, the cubic terms reduce the shift to $-0.586$ eV.

In the dilute limit, at fixed Fermi level and chemical potentials, the concentration is proportional to $\exp(-E_f/k_BT)$, with $E_f$ the formation energy. At 1300 K, $k_BT=0.112$ eV, and applying the leading correction lowers the predicted concentration of the doubly charged defect by a factor $\exp(0.817/0.112)\simeq1.5\times10^3$. The raw error itself, 0.781 eV, corresponds to a factor of about $1.1\times10^3$; the two differ because of the 0.036 eV overshoot. Even a small residual energy matters in an exponent. If charge neutrality sets the Fermi level, that level responds to the correction and the change in concentration must be found self-consistently.

The permittivity must match the response allowed in the supercell calculation. With ions clamped it is the electronic permittivity; with ions relaxed it is the static one, which includes the lattice response. The derivation also took the bulk permittivity to be independent of wavelength. If it depends on wavevector as $1/\varepsilon(k)=1/\varepsilon+\beta k^2+\dots$, with $\beta$ a constant, the extra energy is

$$
\frac{2\pi}{V}\sum_{\mathbf G\ne0}|\rho_{\mathbf G}|^2\,
\frac{1/\varepsilon(G)-1/\varepsilon}{G^2},
\qquad \rho_{\mathbf G}=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
$$

The summand tends to the finite value $\beta q^2$ at small $G$. To leading order the sum differs from the integral for an isolated charge by the missing $\mathbf G=0$ term, $-2\pi\beta q^2/V$. Such dispersion therefore changes the cubic term and not the $1/L$ term. When screening weakens at short wavelength, $\beta>0$ and this term opposes the shape term. In the worked example it outweighs the shape term once $\beta>\sigma^2/\varepsilon=0.1$ Å$^2$, and a Thomas–Fermi model of a silicon-like semiconductor with $\varepsilon=10$ has $\beta$ of about 0.13 Å$^2$. The size and sign of the 0.036 eV residual, and the numbers that depend on it, therefore belong to the uniform model and not to a real defect.

The result fails when its premises do. A shallow state that extends over the whole cell is not a localized charge, and the expansion in separation over $L$ does not apply to it. In a cubic cell of a crystal with an anisotropic permittivity tensor, the constant $\alpha/\varepsilon$ must be replaced by a lattice sum containing that tensor. Mobile carriers that screen the defect within a distance shorter than $L$ remove the long-range $1/(\varepsilon r)$ interaction on which the correction rests. The corrected energy also refers to a crystal without free carriers. At high temperature, thermal carriers with Debye length $\lambda$ lower the energy of the real defect by about $q^2/(2\varepsilon\lambda)$. For intrinsic silicon at 1300 K, $\lambda$ is roughly 20 Å and this lowering is about 0.1 eV for $q=2e$, an effect left out of the concentration factors above. Near a surface the medium is not uniform at large distance. Finally, the electrostatic correction does not fix the energy zero of the electrons exchanged with the Fermi reservoir: the potential of the defect cell must still be aligned with that of the bulk, by a procedure consistent with the zero-average convention used here. Elastic interaction between images and overlap of defect wavefunctions are separate errors, absent from this model. The numerical output below lists the energies of the worked example for cells of edge 10, 15 and 20 Å.

## Computed results

```
Madelung constant, Ewald: 2.837297 (dimensionless)
Madelung constant, neutral cubes: 2.837299 (dimensionless)
Integral of 1/r over unit cube: 2.380077 (L^2)
Kernel remainder ratio on halving r, [100]: 16.114
Kernel remainder ratio on halving r, [111]: 15.752
Charge-pair remainder ratio on doubling L: 32.047
Varying permittivity: lengths in Gaussian widths s, energies in q^2/s
  bulk eps 10.0, centre eps 5.0, region width 1.5 s
  isolated energy: 0.0297723 q^2/s
  L = 16 s: periodic energy 0.0210330 q^2/s, Q_eff from grid 2.4901 q s^2
  L = 20 s: periodic energy 0.0227442 q^2/s, Q_eff from grid 2.4887 q s^2
  L = 24 s: periodic energy 0.0238989 q^2/s, Q_eff from grid 2.4879 q s^2
  Q_eff from radial integral: 2.4872 q s^2
  Madelung constant inferred with bulk eps: 2.83732
Coulomb constant e^2: 14.39965 eV angstrom
Example: charge 2 e, eps 10.0, width 1.0 angstrom
Isolated energy: 1.62483 eV
L = 10 angstrom: periodic energy 0.84389 eV
  raw error -0.78093 eV, correction 0.81712 eV, remaining error 0.03619 eV
L = 15 angstrom: periodic energy 1.09080 eV
  raw error -0.53402 eV, correction 0.54475 eV, remaining error 0.01072 eV
L = 20 angstrom: periodic energy 1.22079 eV
  raw error -0.40404 eV, correction 0.40856 eV, remaining error 0.00452 eV
Correction for charge 1 e at L = 10 angstrom: 0.20428 eV
Shift of (2+/1+) level at that L: -0.61284 eV
Thermal energy at 1300 K: 0.11203 eV
Concentration overestimate without correction: factor 1472
```
